# Why the dispersion energy of two insulating sheets falls as D⁻⁴, part 2

Two identical flat sheets at separation $D$ attract each other. We seek their energy per area $E/A$, counting the area of one sheet, with zero at infinite separation. Summing pair energies $-C_6/r^6$, with $r$ the atomic distance and $n$ atoms per area, gives $-B/D^4$, where $B=\pi n^2C_6/2$. For several species, with pair coefficients $C_{ij}$ and cell area $A_c$,

$$
B=\frac{\pi}{2A_c^2}\sum_{ij}C_{ij}
$$

For a pair power $p>2$ the ring integral is

$$
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+D^2)^{p/2}}
=2\pi\int_D^\infty r^{1-p}\,dr
=\frac{2\pi}{(p-2)D^{p-2}} .
$$

The second derivation finds the energy from the zero-point motion of the coupled sheets. It uses atomic units ($\hbar=1$, unit-charge potential $1/r$) and instantaneous fields. An atomic dipole $\mathbf p$ with frequency $\omega_0$ and static polarizability $\alpha$ in a field $\mathbf F$ obeys

$$
\ddot{\mathbf p}=-\omega_0^2\,\mathbf p+\alpha\omega_0^2\,\mathbf F .
$$

For two coupled atoms, modes with $\omega^2=\omega_0^2(1\pm y)$ change the energy by

$$
\frac{\omega_0}2\left(\sqrt{1+y}+\sqrt{1-y}-2\right)\approx-\frac{\omega_0y^2}8 ,
$$

which leads to $C_6=\frac34\,\alpha^2\omega_0$.

Each sheet is a smooth layer with dipole per area $\mathbf P=n\mathbf p$, varying as $e^{iqx}$, with $x$ along the wavevector and $z$ normal to the sheet. The first sheet's field at the second has $(x,z)$ components

$$
\mathbf F_2=2\pi q\,e^{-qD}\,N\mathbf P_1,\qquad
N=\begin{pmatrix}-1&-i\\-i&1\end{pmatrix}.
$$

The reverse field is $2\pi q\,e^{-qD}N^\dagger\mathbf P_2$. Polarization along $y$ makes no field at the other sheet.

The closing table also lists a pair-sum example: honeycomb sheets with lattice constant $a=3$ Å, sites A and B, and $C_{AA}=60$, $C_{AB}=30$, $C_{BB}=15$ eV Å⁶. There "direct" means an explicit sum over atoms and "law" means $-B/D^4$. The registry shift is the lateral A-to-B step, with `a1` and `a2` lattice vectors. Buckling raises the B atoms; its expansion gain is $10\langle\delta^2\rangle/D^2$, with $\langle\delta^2\rangle$ the $C_{ij}$-weighted mean square height difference. Dropping pairs beyond $R_c$ loses the fraction $(D/R_c)^4$.

### The modes and their energy

At first let the sheets act on each other but not on themselves. Multiplying the atomic equation by $n$ gives

$$
\ddot{\mathbf P}_1=-\omega_0^2\mathbf P_1+n\alpha\omega_0^2\,2\pi q\,e^{-qD}N^\dagger\mathbf P_2,
$$

$$
\ddot{\mathbf P}_2=-\omega_0^2\mathbf P_2+n\alpha\omega_0^2\,2\pi q\,e^{-qD}N\mathbf P_1 .
$$

The mode frequencies need the eigenvalues of the matrix that has $N^\dagger$ and $N$ as its off-diagonal blocks. Its square has the diagonal blocks $N^\dagger N$ and $NN^\dagger$. Multiplying out,

$$
N^\dagger N=\begin{pmatrix}-1&i\\i&1\end{pmatrix}
\begin{pmatrix}-1&-i\\-i&1\end{pmatrix}
=\begin{pmatrix}2&2i\\-2i&2\end{pmatrix}.
$$

The trace is 4 and the determinant is $4-4=0$, so the eigenvalues are 4 and 0. The product $NN^\dagger$ has the same ones. The full matrix has zero trace, and its four eigenvalues are therefore $2,-2,0,0$.

The zeros have a physical meaning. The polarization $(P_x,P_z)\propto(i,1)$ makes a field above its sheet and none below, and $(-i,1)$ does the reverse. Of the two combinations in each sheet, one reaches the other sheet and one does not.

The two coupled modes have

$$
\omega_\pm^2=\omega_0^2(1\pm y),\qquad y=4\pi n\alpha\,q\,e^{-qD}.
$$

The largest value of $qe^{-qD}$ is $1/(eD)$, reached at $q=1/D$, where $e$ is the base of natural logarithms. Hence $y$ never exceeds $4\pi n\alpha/(eD)\approx4.6\,n\alpha/D$, and it is small at every wavevector once $D$ is large compared with $4.6\,n\alpha$. The expansion used for two atoms then applies and gives the energy of one wavevector,

$$
-\frac{\omega_0y^2}8=-2\pi^2\omega_0(n\alpha)^2q^2e^{-2qD}.
$$

There are $d^2q/(2\pi)^2$ wavevectors per area. After the integral over directions this becomes $q\,dq/(2\pi)$, so

$$
\frac EA=-\pi\omega_0(n\alpha)^2\int_0^\infty q^3e^{-2qD}\,dq .
$$

The integral equals $3!/(2D)^4=3/(8D^4)$, and

$$
\boxed{\frac EA=-\frac{3\pi}8\,\frac{\omega_0(n\alpha)^2}{D^4}} .
$$

Inserting $C_6=\frac34\alpha^2\omega_0$ into the pair result gives the same expression:

$$
\frac\pi2\,n^2C_6=\frac\pi2\,n^2\,\frac34\,\alpha^2\omega_0=\frac{3\pi}8\,\omega_0(n\alpha)^2 .
$$

This also confirms the absence of a factor one half in the pair sum, since no pairs were counted here.

The exponent now has a second explanation. The field of a polarization wave is proportional to $q$ and reaches the other sheet only for $q$ up to about $1/D$. The energy takes the square of the coupling, which gives $q^2$, and the number of wavevectors below $q$ grows as $q^2$. Together they give $q^4$, or $D^{-4}$.

For numbers take an excitation energy of 10 eV, $\alpha=4$ Å³ and $n=0.25$ Å⁻², again round values, chosen only to compare the two routes. The coupling between neighbours in a sheet is left out here. It could not simply be added for free atoms with these values. In a honeycomb sheet of this density, a uniform in-plane polarization gives each atom a field from its neighbours of $\frac12\sum r^{-3}\approx0.61$ Å⁻³ times the dipole. Since $4\times0.61\approx2.4$ exceeds 1, this field would overcome the restoring force, and the unpolarized sheet would be unstable. These values give $C_6=0.75\times4^2\times10=120$ eV Å⁶, and the diagonalization of two coupled atoms gives 120.000. The pair route yields $B=(\pi/2)(0.25)^2(120)=11.78$ eV Å². The diagonalized sheet modes, integrated over wavevector at $D=1000$ Å, also give 11.78 eV Å².

### What each derivation assumes

The pair sum needs a list of coefficients and nothing else about the atoms. It handles several species, the discrete lattice, buckling and cutoffs with little effort. In return it assumes that the coefficients are fixed and that the attraction of two atoms is not altered by their neighbours.

The mode calculation assumes harmonic dipoles and a smooth layer. The smooth layer suffices when the important wavevectors, of order $1/D$, are small compared with the reciprocal lattice vectors. As carried out above, it also left out the coupling within each sheet. The part of that coupling that remains at $q=0$ changes the response of the atoms and, in general, the coefficient. In a sheet with a gap, the part proportional to $q$ changes only the approach to the limiting law. That coupling can be restored in the mode picture, and doing so shows why the inverse fourth power fails when charges can move freely along the sheets.

Consider the in-plane polarization along the wavevector, by itself. Setting $z=0$ in the field of the layer gives the field of a sheet on itself, $-2\pi qP$. The other sheet contributes $-2\pi q\,e^{-qD}P'$. With $S=n\alpha\omega_0^2$, the sum and the difference of the two polarizations have the frequencies

$$
\omega_\pm^2=\omega_0^2+2\pi qS\left(1\pm e^{-qD}\right).
$$

In a lattice the near neighbours also shift the frequency by an amount that remains at $q=0$. That shift is taken to be included in $\omega_0$, and $\alpha$ is then the static polarizability of an atom inside the sheet at $q=0$, so that $S$ keeps its value. An isolated sheet has $\Omega^2=\omega_0^2+2\pi qS$, and the earlier expansion, with $y=2\pi qS\,e^{-qD}/\Omega^2$, gives the energy of one wavevector:

$$
\frac12(\omega_++\omega_--2\Omega)\approx-\frac{\Omega y^2}8
=-\frac{(2\pi qS)^2e^{-2qD}}{8\,\Omega^3}.
$$

When $\omega_0$ is not zero, $\Omega^2=\omega_0^2(1+2\pi n\alpha q)$. For small $q$ this means $\Omega^{-3}\approx\omega_0^{-3}(1-3\pi n\alpha q)$. Integrating with $q\,dq/(2\pi)$ yields

$$
\frac EA\approx-\frac\pi4\,\omega_0(n\alpha)^2\int_0^\infty q^3(1-3\pi n\alpha q)\,e^{-2qD}\,dq .
$$

The two integrals are $3/(8D^4)$ and $4!/(2D)^5=3/(4D^5)$. Their ratio is $2/D$, so

$$
\frac EA\approx-\frac{3\pi}{32}\,\frac{\omega_0(n\alpha)^2}{D^4}
\left(1-\frac{6\pi n\alpha}D\right).
$$

The leading coefficient is one quarter of the earlier one. The second-order energy adds the squared magnitudes of the four elements of $N$, each equal to 1, and this channel keeps one of them. The local exponent, defined as $-d\ln|E|/d\ln D$, is $4-6\pi n\alpha/D$ to first order.

Now read the values of the example as those of atoms inside the sheet. Then $n\alpha=1$ Å, and the correction is governed by a length of $6\pi\approx19$ Å. The integrals over the unexpanded frequencies give the following values. The last column is the energy with a gap divided by its limiting law.

| $D$ (Å) | exponent, gap 10 eV | exponent, no gap | energy / limit |
|---:|---:|---:|---:|
| 10 | 3.29 | 2.50 | 0.34 |
| 100 | 3.84 | 2.50 | 0.84 |
| 1000 | 3.98 | 2.50 | 0.98 |

At 1000 Å the first-order formula gives 3.981, in agreement with the table. At 10 Å the correction is larger than the leading term, and the expansion cannot be used.

The ratio 0.34 should not be read as the reduction of the whole attraction at 10 Å. It belongs to one channel. For polarization normal to the sheet, two $z$ derivatives of the potential leave a wavevector-dependent self-field $+2\pi qP_z$. Its sign is opposite, so it lowers the frequency where the in-plane self-field raises it. Reversing the sign of the self-field turns the factor $1-6\pi n\alpha/D$ into $1+6\pi n\alpha/D$, so the first-order corrections of these two channels cancel if $\alpha$ and $\omega_0$ inside the sheet are the same for both directions. The values of the example cannot be used for the normal direction. There $\omega^2=\omega_0^2(1-2\pi n\alpha q)$ becomes negative for $q>1/(2\pi n\alpha)=0.16$ Å⁻¹, so the sheet would be unstable, and the cancellation applies only to sheets with a much smaller polarizability. Neighbours generally shift the in-plane and normal frequencies differently, even when the free atoms are isotropic, and the cancellation is then incomplete. For the in-plane channel alone, the table can be compared with the case without coupling inside each sheet. There $y$ would not exceed $2\pi n\alpha/(eD)=0.23$ at 10 Å. The next term of the expansion is at most a fraction $5y^2/16$ of the leading one, so the energy would differ from its limiting law by less than 2 percent. In this channel the coupling within a sheet therefore delays the approach to the limiting law far beyond the lattice constant, which a pair sum with fixed coefficients cannot express. How much of the delay remains in the whole energy depends on how much the in-plane and normal responses differ. When they are equal, the correction in $1/D$ drops out.

### Sheets without a gap

The third column of the table describes the same channel with $\omega_0=0$ at fixed $S$. The charges are then free to move along the sheet, as in a simple model of a metal without damping or electron pressure. Other gapless sheets can respond differently and follow another power. In this model the energy is

$$
\frac EA=\frac1{4\pi}\int_0^\infty q\,dq\,\sqrt{2\pi Sq}\,
\left[\sqrt{1+e^{-qD}}+\sqrt{1-e^{-qD}}-2\right].
$$

The bracket is negative because the square root is concave. Substituting $q=x/D$ takes two powers of $1/D$ from $q\,dq$ and half a power from the root. What remains is a number independent of $D$, so

$$
\frac EA\propto-\sqrt S\,D^{-5/2}.
$$

No choice of $C_6$ in the pair sum can reproduce this, since that sum gives the exponent 4 for every finite coefficient. The difference lies in the response to slow variations in space. With a gap, the static polarizability of the sheet tends to the finite value $n\alpha$ as $q\to0$, and the coupling relative to $\omega_0^2$ vanishes in proportion to $q$. For the free charges of this model, the restoring force itself vanishes in proportion to $q$, and the relative coupling stays finite at long wavelengths. The inverse fourth power therefore rests on a finite polarizability per area in this limit, which the pair sum assumes silently when it assigns a fixed $C_6$ to each atom.

### The range of the common result

Both derivations let the field act at once. This fails when light needs a time comparable with $1/\omega_0$ to pass from one sheet to the other. The corresponding length is $\hbar c$ divided by the excitation energy, or 197 Å for 10 eV. The values at 1000 Å therefore confirm the mathematical limit of the instantaneous model and do not predict the energy of real sheets at that distance. Even at 100 Å retardation lowers the pair-sum energy of these oscillators by about 8 percent. At zero temperature and far beyond the retardation length the pair law tends to one proportional to $r^{-7}$, and the ring integral with $p=7$ then gives $D^{-5}$. At room temperature this holds only below the thermal length $\hbar c/k_BT\approx7.6$ μm. Beyond it the exponent returns to 4, with a much smaller coefficient.

At short range both derivations fail as the electron clouds begin to overlap. Between these limits, the exponent 4 is the asymptotic law of the instantaneous models with a gap treated here. The coefficient is less secure. A pair sum of the form used here gives it correctly if its $C_{ij}$ describe atoms as they respond inside the sheet and if that response is the same in all directions. When the in-plane and normal responses differ, the pair energy also depends on the direction of the line between the atoms, and a coefficient averaged over directions generally gives a different $B$. When $C_{ij}$ for free atoms are used, the change of that response by the neighbours is missing from $B$, and a longer cutoff or a denser sum does not recover it. The values behind the examples are collected in the numerical output.

## Table of computed values

```
Lattice constant: 3.0 angstrom
C_AA, C_AB, C_BB: 60, 30, 15 eV angstrom^6
Cell area: 7.7942 angstrom^2
Sum of C_ij over one cell pair: 135 eV angstrom^6
Coefficient B: 3.4907 eV angstrom^2
Coefficient B, converted: 0.4581 hartree bohr^2
D (angstrom), direct E/A, law E/A (eV/angstrom^2), direct/law:
     3  -4.40749e-02  -4.30945e-02  1.02275
     4  -1.36745e-02  -1.36354e-02  1.00287
     6  -2.69351e-03  -2.69341e-03  1.00004
    10  -3.49066e-04  -3.49066e-04  1.00000
    20  -2.18165e-05  -2.18166e-05  0.99999
Exponent from direct sums at 10 and 20 angstrom: 4.0000
Law at 10 angstrom, converted: -5.593 mJ/m^2
Registry shift: (a1+a2)/3; energy difference relative to law:
  D = 4 angstrom: 4.28e-03
  D = 6 angstrom: 5.88e-05
  D = 10 angstrom: 7.58e-09
Shortest reciprocal vector: 2.4184 1/angstrom
Buckling 0.5 angstrom, mean square difference: 0.1111 angstrom^2
Buckling gain at 10 angstrom, direct: 1.121 percent
Buckling gain at 10 angstrom, expansion: 1.111 percent
Energy lost with pair cutoff 30 angstrom (direct, formula):
  D = 10 angstrom: 1.27, 1.23 percent
  D = 20 angstrom: 20.07, 19.75 percent
Cutoff for 1 percent loss at D = 10: 31.6 angstrom
Oscillator energy 10 eV, polarizability 4 angstrom^3
Density 0.25 1/angstrom^2, sheet polarizability 1.0 angstrom
C6 from diagonalization: 120.000 eV angstrom^6
C6 from formula: 120.000 eV angstrom^6
B from sheet modes: 11.7810 eV angstrom^2
B from pair integration: 11.7810 eV angstrom^2
In-plane longitudinal coefficient: 2.9452 eV angstrom^2
D (angstrom), exponent with gap, exponent without gap, gapped E/limit law:
     10  3.2913  2.5000  0.3377
    100  3.8423  2.5000  0.8420
   1000  3.9815  2.5000  0.9815
First-order exponent with gap at 1000 angstrom: 3.9812
Retardation length hbar c / energy: 197.3 angstrom
```
